# Common-Tangent Criterion for Lateral Coexistence in Ferroelectric Multilayers, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The criterion and its closed form for a two-component stack

### Result

Let \(U(D)\) be the free energy per volume of a laterally uniform multilayer whose normal electric displacement is \(D\). Let the total free charge on its electrodes be fixed, so that the area average \(\bar D\) of the displacement is fixed. If boundary energies are neglected, a stack divided into wide lateral regions has lower energy than the uniform stack exactly when \(U(\bar D)\) lies above the lower convex envelope of \(U\). Two displacement values are then enough. They satisfy

\[
U'(D_1)=U'(D_2)=\frac{U(D_2)-U(D_1)}{D_2-D_1}=E^*,\qquad D_1<\bar D<D_2, \tag{1}
\]

and the straight line through the two points must lie nowhere above \(U\). The area fraction \(x\) with displacement \(D_2\), and the energy gained per volume, are

\[
x=\frac{\bar D-D_1}{D_2-D_1},\qquad
\Delta=U(\bar D)-\left[U(D_1)+E^*(\bar D-D_1)\right]. \tag{2}
\]

At fixed voltage, division into wide regions gives no such gain. The two-region state then only ties with a uniform state, and it does so when the mean field equals \(E^*\).

### Energy of one uniform region

The \(z\) axis points from the lower to the upper electrode. Layer \(i\) fills a fraction \(f_i\) of the total thickness \(t\). With no free charge at the interfaces, Gauss's law makes the normal displacement the same in all layers, and it equals the free charge per area on the lower electrode. A fixed interface charge shifts the displacement of a layer by a known constant, which can be absorbed into that layer's energy function.

Let \(w_i(P,D)\) be the energy density of layer \(i\) at polarization \(P\), including its field energy. The polarization adjusts to the given displacement:

\[
u_i(D)=\min_P w_i(P,D),\qquad U(D)=\sum_i f_i u_i(D).
\]

When the minimizing \(P\) is unique and varies smoothly with \(D\),

\[
\frac{du_i}{dD}=\frac{\partial w_i}{\partial D}+\frac{\partial w_i}{\partial P}\frac{dP}{dD}=\frac{\partial w_i}{\partial D}=E_i ,
\]

because \(\partial w_i/\partial P=0\) at the minimum, and the derivative of the electrical energy with respect to displacement is the field. Hence

\[
U'(D)=\sum_i f_iE_i=\frac{V}{t}, \tag{3}
\]

where \(V\) is the potential of the lower electrode minus that of the upper one. The slope of \(U\) is thus the thickness-averaged field.

Three assumptions enter here. Temperature is fixed, so \(U\) is a free energy. Each region has one value of \(D\) throughout its thickness, apart from the fixed shifts. Charge can move along each electrode. If the surface charge were pinned locally, as on an insulating surface without electrodes, \(D\) could not redistribute and the comparison would not apply.

### The stationary two-region state

Give area fraction \(x\) the displacement \(D_2\) and fraction \(1-x\) the displacement \(D_1\). The energy per volume and the charge constraint are

\[
F=(1-x)U(D_1)+xU(D_2),\qquad (1-x)D_1+xD_2=\bar D .
\]

Introduce a multiplier \(E\) and make

\[
F-E\left[(1-x)D_1+xD_2-\bar D\right]
\]

stationary. The derivatives with respect to \(D_1\) and \(D_2\) give

\[
(1-x)\left[U'(D_1)-E\right]=0,\qquad x\left[U'(D_2)-E\right]=0 .
\]

For \(0<x<1\) both slopes therefore equal \(E\). By equation (3), this says that the two regions have the same voltage, as equipotential electrodes require. The derivative with respect to \(x\) gives

\[
U(D_2)-U(D_1)-E(D_2-D_1)=0 ,
\]

so the common slope is also the slope of the chord. These are equations (1). Solving the constraint for \(x\) gives the lever rule in equation (2). Inserting it into \(F\) gives the height of the chord at \(\bar D\), and subtracting this from \(U(\bar D)\) gives \(\Delta\).

The chord condition can also be written as

\[
\int_{D_1}^{D_2}\left[U'(D)-E^*\right]dD=0 .
\]

In a plot of mean field against displacement, the line \(E=E^*\) thus cuts off equal areas above and below itself.

### Why the lowest tangent decides

Stationarity does not prove that the state is the best one. Assume that \(U\) is smooth and grows faster than linearly as \(|D|\to\infty\). For any slope \(E\), the function \(U(D)-ED\) then has a minimum value \(m(E)\), and

\[
U(D)\ge m(E)+ED\quad\text{for all }D. \tag{4}
\]

Average this inequality over any distribution of displacements with mean \(\bar D\), whether it has two values, many, or a continuum. The result is

\[
\langle U(D)\rangle\ge m(E)+E\bar D. \tag{5}
\]

Next, a slope is needed whose line touches \(U\) on both sides of \(\bar D\), or at \(\bar D\) itself. Consider the slopes for which at least one minimizer of \(U-ED\) is at or below \(\bar D\). This set is not empty and is bounded above, for the following reason. Start from a reference slope \(E_0\) and raise it by \(s>0\). Every \(D\le\bar D\) then has

\[
U(D)-(E_0+s)D\ge m(E_0)-s\bar D ,
\]

while the point \(\bar D+1\), in the chosen unit of displacement, has

\[
U(\bar D+1)-E_0(\bar D+1)-s\bar D-s .
\]

For large \(s\) the second expression is smaller, so no minimizer remains at or below \(\bar D\). The mirrored argument shows that for sufficiently negative slopes all minimizers lie below \(\bar D\).

Let \(E^*\) be the least upper bound of the set. Faster-than-linear growth keeps the minimizers bounded while \(E\) varies in a finite interval, and a limit of minimizers is a minimizer at the limiting slope. Approaching \(E^*\) through members of the set gives a minimizer at or below \(\bar D\). Approaching it from larger slopes gives one at or above \(\bar D\).

Two cases remain. If \(\bar D\) is itself a minimizer at \(E^*\), then \(U(\bar D)=m(E^*)+E^*\bar D\), and inequality (5) shows that no mixture is lower. If it is not, there are minimizers \(D_1<\bar D<D_2\). Both are stationary points of \(U-E^*D\) with the same value, which is equation (1). Their mixture reaches the bound (5), while \(U(\bar D)\) lies strictly above it. This proves the criterion and shows that a third displacement value cannot lower the energy further.

### Local stability is a weaker condition

Split a uniform stack into equal areas with displacements \(\bar D+\delta\) and \(\bar D-\delta\). For small \(\delta\) the energy change is

\[
\tfrac12\left[U(\bar D+\delta)+U(\bar D-\delta)\right]-U(\bar D)
=\tfrac12U''(\bar D)\,\delta^2+O(\delta^4).
\]

Negative curvature makes the uniform stack unstable, so it is sufficient for a gain. It is not necessary. Between a point where \(U''=0\), called a spinodal point, and the nearby tangency point, the uniform stack can be stable against small splitting and still lie above the common tangent. Reaching the lower state then requires a finite disturbance.

If every \(u_i\) is convex, so is \(U\), and no gain exists. A layer with a non-convex energy is therefore necessary, but the positive curvature of the other layers can remove its effect.

### Fixed voltage

A source at fixed voltage supplies the work \(VQ\), where \(Q\) is the charge on the lower electrode. Per volume of stack, the quantity to minimize is \(U(D)-ED\) with \(E=V/t\). For a mixture it is the area average of \(U-ED\), which cannot be below the smallest value of that function. A uniform state with the minimizing \(D\) is therefore never beaten by wide regions whose boundary energy is negligible. At \(E=E^*\) both tangency points give the minimum, so all area fractions tie. As \(E\) passes through \(E^*\), the lowest uniform state jumps from one point to the other. This locates equilibrium and does not predict the voltage at which a real stack switches.

### Numerical use

Tabulate \(U\) at increasing values of \(D\) and construct the lower convex hull of the points. A straight piece that skips grid points marks a coexistence interval. Its ends approximate \(D_1\) and \(D_2\), and its slope approximates \(E^*\). Extend the table until the ends of the interval no longer depend on its range. The grid values are admissible displacements, so the hull energy at a tabulated \(\bar D\) is an upper bound on the best mixture energy, and the grid does not overstate the gain.

The ends can be refined by solving equation (1). That system also has the useless solution \(D_1=D_2\), so the solver should start from the hull values. The hull also ensures that the chosen tangent is the lowest one.

### Ferroelectric and dielectric layers

Let a ferroelectric fill fraction \(f\) and a linear dielectric spacer fill \(1-f\). Use

\[
w_f=\frac a2P^2+\frac b4P^4+\frac{(D-P)^2}{2\varepsilon_b},\qquad
u_d=\frac{(D+\sigma)^2}{2\varepsilon_d},
\]

with \(a<0\) and \(b>0\). Here \(\varepsilon_b\) is the background permittivity of the ferroelectric and \(\varepsilon_d\) is the permittivity of the spacer. A ferroelectric layer lies next to the lower electrode, and \(D\) denotes the displacement in the ferroelectric. Fixed charges \(+\sigma\) and \(-\sigma\) alternate at successive interfaces, so the displacement in the spacers is \(D+\sigma\).

Minimizing over \(P\) gives

\[
E_f=\frac{D-P}{\varepsilon_b}=aP+bP^3,\qquad D=P+\varepsilon_b(aP+bP^3). \tag{6}
\]

If \(1+a\varepsilon_b>0\), then \(dD/dP=1+\varepsilon_b(a+3bP^2)>0\), so each \(D\) has one \(P\). It is a minimum because \(\partial^2w_f/\partial P^2=(dD/dP)/\varepsilon_b>0\).

Expanding the square in \(u_d\) separates the interface charge:

\[
U(D)=U_0(D)+\frac{(1-f)\sigma}{\varepsilon_d}D+\frac{(1-f)\sigma^2}{2\varepsilon_d},
\]

where \(U_0\) is the energy at \(\sigma=0\). A constant and a linear term shift and tilt the graph and its tangent together. They leave the tangency displacements and \(\Delta\) unchanged. Since \(U_0\) is even, a horizontal line touches it at its two minima, if these exist away from zero. The tilt then gives

\[
E^*=\frac{(1-f)\sigma}{\varepsilon_d}. \tag{7}
\]

At the minima of \(U_0\) the mean field is zero. Put \(D=P+\varepsilon_bE_f\) into \(fE_f+(1-f)D/\varepsilon_d=0\) and multiply by \(\varepsilon_d\):

\[
\left[f\varepsilon_d+(1-f)\varepsilon_b\right]E_f=-(1-f)P .
\]

Thus

\[
E_f=-KP,\qquad K=\frac{1-f}{f\varepsilon_d+(1-f)\varepsilon_b}. \tag{8}
\]

The coefficient \(K\) measures the depolarizing field caused by the spacer. Equating \(-KP\) to \(aP+bP^3\) gives, besides \(P=0\),

\[
P_0^2=\frac{|a|-K}{b},\qquad D_{1,2}=\mp D_0,\qquad D_0=P_0(1-\varepsilon_bK). \tag{9}
\]

For the curvature, let \(r=a+3bP^2\). Equation (6) gives \(dE_f/dD=r/(1+\varepsilon_br)\), so

\[
U''=\frac{fr}{1+\varepsilon_br}+\frac{1-f}{\varepsilon_d}
=\frac{\left[f\varepsilon_d+(1-f)\varepsilon_b\right](r+K)}{\varepsilon_d(1+\varepsilon_br)} .
\]

Its sign is that of \(r+K\). When \(|a|>K\), this equals \(b(3P^2-P_0^2)\). The center is then a maximum of \(U_0\), the outer stationary points are its minima, and the spinodal points are at \(P=\pm P_0/\sqrt3\). When \(|a|\le K\), \(U\) is convex and no gain exists.

The boundary case \(|a|=K\) fixes the smallest useful ferroelectric fraction. Multiplying out gives

\[
|a|\left[f\varepsilon_d+(1-f)\varepsilon_b\right]=1-f ,
\]

and collecting the terms in \(f\) gives

\[
f_c=\frac{1-|a|\varepsilon_b}{1+|a|(\varepsilon_d-\varepsilon_b)}. \tag{10}
\]

Since \(dK/df=-\varepsilon_d/[f\varepsilon_d+(1-f)\varepsilon_b]^2<0\), coexistence requires \(f>f_c\).

## Part 2. Worked stack, boundaries and limits of use

### Symbols and results carried over

\(U(D)\) is the energy per volume of a uniform stack and \(\bar D\) is the fixed mean displacement. The ferroelectric has fraction \(f\), polarization \(P\), Landau coefficients \(a<0\) and \(b>0\), and background permittivity \(\varepsilon_b\). The spacer has permittivity \(\varepsilon_d\) and displacement \(D+\sigma\). Part 1 gave

\[
K=\frac{1-f}{f\varepsilon_d+(1-f)\varepsilon_b},\quad
P_0^2=\frac{|a|-K}{b},\quad D_0=P_0(1-\varepsilon_bK),\quad
E^*=\frac{(1-f)\sigma}{\varepsilon_d}.
\]

For \(|a|>K\), regions with \(D=\pm D_0\) beat the uniform stack when \(|\bar D|<D_0\). The gain \(\Delta\) is the height of \(U(\bar D)\) above the common tangent.

### Energy at the tangency points

At \(\sigma=0\), hold \(P\) fixed and minimize the stack energy over \(D\). The condition is again zero mean field, so \(E_f=-KP\) and \(D=(1-\varepsilon_bK)P\). Zero mean field also gives \((1-f)D/\varepsilon_d=fKP\). The field energy is therefore

\[
\frac{f\varepsilon_bK^2P^2}{2}+\frac{(1-f)D^2}{2\varepsilon_d}
=\frac{fKP^2}{2}\left[\varepsilon_bK+1-\varepsilon_bK\right]=\frac{fKP^2}{2}.
\]

Adding the Landau terms and using \(a+K=-bP_0^2\) gives

\[
W(P)=f\left[\frac{a+K}{2}P^2+\frac b4P^4\right]
=\frac{fb}{4}(P^2-P_0^2)^2-\frac{fb}{4}P_0^4. \tag{11}
\]

The minimum is \(-fbP_0^4/4\). The uniform stack with \(\bar D=0\) has \(P=0\) and zero energy, so its gain on dividing is

\[
\Delta_0=\frac{fb}{4}P_0^4. \tag{12}
\]

With the interface charge restored, the common tangent is

\[
T(D)=-\Delta_0+\frac{(1-f)\sigma^2}{2\varepsilon_d}+E^*D. \tag{13}
\]

### Numerical example

The parameters are round values. Each period has 8.5 nm of ferroelectric and 1.5 nm of spacer, so \(f=0.85\), and ten periods make 100 nm. The coefficients are \(a=-0.020\) MV/cm per µC/cm² and \(b=3.2\times10^{-5}\) MV/cm per (µC/cm²)³. The free ferroelectric then has \(P=\sqrt{|a|/b}=25\) µC/cm². The relative permittivities are 10 for the background and 150 for the spacer, and \(\sigma=1\) µC/cm².

In these units \(\varepsilon_b=0.885\) and \(\varepsilon_d=13.28\) µC/cm² per MV/cm. The product of µC/cm² and MV/cm is J/cm³. Equation (8) gives

\[
K=\frac{0.15}{0.85(13.28)+0.15(0.885)}=0.0131
\]

in MV/cm per µC/cm². This is below \(|a|=0.020\), so coexistence is possible. Equation (10) gives \(f_c=0.787\), which the chosen fraction exceeds. Equation (9) gives

\[
P_0=\sqrt{\frac{0.020-0.01313}{3.2\times10^{-5}}}=14.65,\qquad D_0=14.48
\]

in µC/cm². A convex hull of \(U\), tabulated from −25 to 25 µC/cm² in steps of 0.01 µC/cm² with \(P\) found numerically at each point, ends at −14.48 and 14.48 µC/cm².

The coexistence field is \(0.15(1.0)/13.28=0.0113\) MV/cm. Across 100 nm this is 0.113 V. It comes entirely from the interface charge and vanishes at \(\sigma=0\).

Choose \(\bar D=11\) µC/cm². The spinodal displacement is 8.33 µC/cm², so the uniform stack is stable against small splitting into wide regions. It nevertheless lies inside the coexistence interval. The lever rule gives

\[
x=\frac{11+14.479}{2(14.479)}=0.880
\]

for the region with \(+D_0\), and 0.120 for the other. The uniform energy is −0.1277 J/cm³. From equation (12), \(\Delta_0=0.313\) J/cm³, and equation (13) gives −0.1833 J/cm³ for the two regions. Their difference is

\[
\Delta=-0.1277-(-0.1833)=0.0556\ \text{J/cm}^3 .
\]

As a test of the claim that two values suffice, a linear program was free to mix all displacements from −20 to 20 µC/cm² in steps of 0.1 µC/cm². It used two of them, next to \(\pm D_0\), and returned −0.1833 J/cm³.

The fields show what equal slopes mean. In the region with \(+D_0\), the ferroelectric field is −0.192 MV/cm and the spacer field is 1.165 MV/cm. In the other region they are 0.192 and −1.015 MV/cm. The averages are

\[
0.85(-0.1924)+0.15(1.1655)=0.0113,\qquad
0.85(0.1924)+0.15(-1.0149)=0.0113
\]

in MV/cm. The total voltages agree, but the fields in corresponding layers do not. This mismatch must be resolved near the boundary.

The common tangent decides whether division into wide regions lowers the energy when boundary energies are neglected, and in the example at \(\bar D=11\) µC/cm² the gain is 0.0556 J/cm³. What remains is to examine the boundaries and their fringing fields, the effect of a nonlinear spacer, and the limits of the comparison with real stacks.

All numerical values are calculated from the stated model.
